# Thickness-averaged selectivity and the number of unwanted particles

**Q:** I have an area-selective deposition process with a selectivity of 0.999. The film on the growth area is 5 nm thick, and the mean deposit on the non-growth area is too thin to matter. Surely that means there are hardly any unwanted particles, and I can stop worrying about defects.

**A:** How do you define the selectivity, and what does it average over?

**Q:** I take the mean thickness $H$ on the growth area and the mean thickness $h$ on the non-growth area, and form

$$S=\frac{H-h}{H+h}.$$

The material and its density are the same in both places, so the ratio of thicknesses is also the ratio of deposited amounts per area.

**A:** Then let us first recover $h$. Write $\rho=h/H$ and divide numerator and denominator by $H$:

$$S=\frac{1-\rho}{1+\rho}.$$

Multiplying out gives $S+S\rho=1-\rho$. Collecting the terms in $\rho$ gives $\rho(1+S)=1-S$, so

$$\rho=\frac{1-S}{1+S}.$$

For $S=0.999$ this is $\rho=0.001/1.999=5.00\times10^{-4}$, and $h=\rho H=0.0025$ nm.

**Q:** That supports my point. An atomic layer is roughly 0.25 nm thick, so I have about one hundredth of a layer. How can one hundredth of a layer harm a device?

**A:** No place on the surface need have that thickness. The number $h$ is a volume divided by an area. Suppose the deposit consists of separate particles, with $n$ particles per unit area and mean volume $\langle v\rangle$. Then

$$h=n\langle v\rangle .$$

Your measurement supplies the product. It does not supply the two factors. The same $h$ can come from many small particles or from fewer large ones, and a device responds to the particle that sits on it, not to the average over the wafer.

**Q:** But a small product could still mean a small $n$. What particle volume would you put in?

**A:** We need a growth model. Take immobile hemispheres at random, independent positions. Once a nucleus is active, let its radius grow by the same amount per cycle as the film, $g$. After $N$ cycles the film has $H=gN$, and a nucleus that was active from the start has radius $r=H$. Call this process A; it describes, for example, defects in the blocking layer that are present before the first cycle. A hemisphere is half a sphere, so

$$v(r)=\frac12\cdot\frac{4\pi r^3}{3}=\frac{2\pi r^3}{3}.$$

With $r=H$,

$$h=\frac{2\pi}{3}nH^3,\qquad \rho=\frac hH=\frac{2\pi}{3}nH^2,\qquad n=\frac{3\rho}{2\pi H^2}.$$

Now insert your numbers, with $g=0.1$ nm and $N=50$. Each particle has a volume of 262 nm³, and

$$n=\frac{3\times5.00\times10^{-4}}{2\pi\,(5\ \mathrm{nm})^2}=9.55\times10^{-6}\ \mathrm{nm^{-2}}=9.55\ \mathrm{\mu m^{-2}}.$$

That is about $9.6\times10^{8}$ particles per cm², each of them 5 nm high.

**Q:** Nearly a billion per square centimetre, from a hundredth of a layer? You added the volumes as if the particles never touched. Perhaps overlap spoils the estimate.

**A:** It can be calculated. Consider a point at height $z$ above the surface. It lies inside the deposit if some nucleus has its centre within a lateral distance $\sqrt{H^2-z^2}$. For random independent centres, the number in that disc follows a Poisson distribution with mean $\pi n(H^2-z^2)$, so the disc is empty with probability $\exp[-\pi n(H^2-z^2)]$. The mean thickness is the filled fraction integrated over height:

$$h=\int_0^H\left\{1-e^{-\pi n(H^2-z^2)}\right\}dz .$$

Expand the exponential to second order in $n$. The two integrals needed are

$$\int_0^H(H^2-z^2)\,dz=H^3-\frac{H^3}{3}=\frac{2H^3}{3},$$

$$\int_0^H(H^2-z^2)^2dz=H^5\left(1-\frac23+\frac15\right)=\frac{8H^5}{15}.$$

Therefore

$$h\simeq\frac{2\pi}{3}nH^3-\frac{\pi^2n^2}{2}\,\frac{8H^5}{15}
=\frac{2\pi}{3}nH^3\left(1-\frac25\pi nH^2\right).$$

In your case $\pi nH^2=7.5\times10^{-4}$, which is also very nearly the covered fraction of the surface. The relative loss of volume by overlap is $3\times10^{-4}$, so the simple sum is safe here. It is not safe on a crowded surface. In a numerical test with dense random hemispheres, the height map gave a mean of 2.10 nm and the integral also gave 2.10 nm, while the simple sum gave 2.91 nm.

**Q:** All your nuclei start at the first cycle. In my process I would expect new ones to appear all the time. Those born late are small, so surely that makes things better?

**A:** It makes each particle smaller on average, but at fixed selectivity that means more of them. Let nuclei be born at a constant rate and treat the birth time $t$, counted in cycles, as continuous. Call this process B. A nucleus born at $t$ ends with $r=g(N-t)$. Since $t$ is uniform between 0 and $N$, $r$ is uniform between 0 and $H$, and

$$\langle r^3\rangle=\frac1H\int_0^H r^3\,dr=\frac{H^3}{4}.$$

For separate particles this gives

$$h=n\,\frac{2\pi}{3}\,\frac{H^3}{4}=\frac{\pi}{6}nH^3,\qquad \rho=\frac{\pi}{6}nH^2,\qquad n=\frac{6\rho}{\pi H^2}.$$

At the same $S$ and $H$, process B has four times as many particles as process A: 38.2 instead of 9.55 µm⁻².

**Q:** But many of those are tiny. I care about the ones that damage a device.

**A:** Then we need a criterion for damage. Let us call a particle harmful if its radius is at least $r_c$, and let a device fail if the centre of at least one harmful particle lies in its critical area $a$. This is a model; a real threshold depends on the device and on the material deposited. I take $r_c=2$ nm and $a=50\ \mathrm{nm}\times50\ \mathrm{nm}=2500$ nm².

In process A every particle has $r=H=5$ nm, so all are harmful. In process B the radii are uniform, so the harmful fraction is

$$\frac{H-r_c}{H}=1-\frac{r_c}{H}=0.60 .$$

For a harmful density $n_{\rm harm}$, the mean number per device is $n_{\rm harm}a$. With independent positions, the probability that a device has at least one is

$$P=1-e^{-n_{\rm harm}a}.$$

For process A, $n_{\rm harm}a=9.55\times10^{-6}\times2500=0.0239$, and $P=2.36\,\%$. That is about 23 600 failures in a million devices. If a circuit needs 1000 such devices and has no redundancy, its chance of having none hit is $e^{-23.9}\approx4\times10^{-11}$.

**Q:** So 0.999 was not good enough. I accept that. But at least I can use $S$ to rank two processes: the one with the higher selectivity has fewer harmful particles.

**A:** Try it with A and B at the same thickness. Let B have $m$ times as many nuclei as A. From the two expressions for $\rho$,

$$\frac{\rho_B}{\rho_A}=\frac{(\pi/6)\,m}{2\pi/3}=\frac m4 ,$$

while the ratio of harmful densities, for $r_c\le H$, is

$$\frac{n_{\rm harm,B}}{n_{\rm harm,A}}=m\left(1-\frac{r_c}{H}\right).$$

Since $S$ falls as $\rho$ rises, B has the higher selectivity whenever $m<4$. It has more harmful particles whenever $m(1-r_c/H)>1$. Take $m=2$. Both conditions hold if $r_c<H/2$, which is true for 2 nm and 5 nm.

The numbers are then as follows.

| | A | B |
|---|---:|---:|
| Selectivity | 0.9990 | 0.9995 |
| Mean deposit (nm) | 0.0025 | 0.00125 |
| All particles (µm⁻²) | 9.55 | 19.1 |
| Harmful particles (µm⁻²) | 9.55 | 11.5 |
| Device failure (%) | 2.36 | 2.83 |

B leaves half the mean deposit and has 1.2 times as many harmful particles. The reversal was also tested by placing hemispheres at random and measuring their volume from a height map. At a higher particle density than in the table, 2000 particles of type A gave $S=0.977$, whereas 4000 of type B gave $S=0.988$ with 2401 harmful ones.

**Q:** Then should I conclude the opposite, that a process with $S=0.999$ must be full of harmful particles?

**A:** No. That would read too much into the same number. Take surface C, with the same mean deposit as A, but divided into inert clusters of radius 0.3 nm that have stopped growing. At that size a hemisphere is only a way of keeping account of the volume of a few atoms. The cluster density is

$$n_C=\frac{h}{2\pi(0.3\ \mathrm{nm})^3/3}=4.4\times10^{4}\ \mathrm{\mu m^{-2}},$$

which is far more than in A, yet none of the clusters reaches $r_c$. By our criterion C has no harmful particles. It has the same selectivity as A, so $S$ cannot tell the two apart. If the clusters in C were to resume growing in later cycles, the verdict could change.

**Q:** Does $S$ then say nothing at all about particle numbers?

**A:** It gives bounds, once something is known about sizes. Suppose the whole deposit consists of hemispheres with $r\le H$. Their combined volume cannot exceed the sum of their separate volumes, and none of these exceeds $v(H)$. Hence $h\le n\,v(H)$, or

$$n\ge\frac{3\rho}{2\pi H^2}.$$

This holds with overlap too, because overlap only reduces the combined volume, provided $n$ counts hemispheres, one per nucleus. Hemispheres that touch look like a single particle in an image, and the number of such connected particles can lie below the bound, far below it on a crowded surface. For $S=0.999$ and $H=5$ nm the total density is at least 9.55 µm⁻², and process A sits at that bound to within the small overlap correction. The bound counts all hemispheres, harmful or not. It fails if particles can outgrow the film, for instance by collecting material that diffuses over the surface or by merging into larger ones. The same volume may then sit in fewer particles.

**Q:** That is a lower bound. To sleep well I need an upper one.

**A:** For separate particles, keep only the harmful ones in the volume. Each contributes at least $v(r_c)$, and the others contribute something non-negative, so

$$h\ge n_{\rm harm}\,v(r_c)\quad\Longrightarrow\quad n_{\rm harm}\le\frac{3h}{2\pi r_c^3}.$$

Equality occurs when every particle has exactly the radius $r_c$. Without further knowledge of the sizes, this bound therefore cannot be tightened.

It also shows when high selectivity does give a guarantee. If you allow a harmful density $n_{\rm max}$ and the particles are separate, it is enough that

$$h\le n_{\rm max}\frac{2\pi r_c^3}{3}.$$

To turn this into a selectivity, use

$$1-S=1-\frac{1-\rho}{1+\rho}=\frac{2\rho}{1+\rho}.$$

For $n_{\rm max}=1$ cm⁻² $=10^{-14}$ nm⁻² and $r_c=2$ nm, the allowed mean thickness is $1.7\times10^{-13}$ nm. With $H=5$ nm this requires $1-S\le6.7\times10^{-14}$.

**Q:** No thickness measurement of mine will resolve $10^{-13}$ nm. So the guarantee exists, but I cannot use it?

**A:** For a demand of that kind, yes. A looser demand or a larger harmful radius relaxes it, since the allowed $h$ is proportional to $n_{\rm max}r_c^3$. In the limit $S=1$, understood as $h=0$ and not as a reading rounded to 1, there is no deposit and hence no particle. The trouble lies in the wide range between "very close to 1" and 1 itself.

**Q:** One more thing. When I stop the same process at 2.5 nm, the selectivity improves. I took this as a sign that the thinner film had fewer defects.

**A:** In process A the number of nuclei is fixed from the start. With $n$ constant, $\rho=(2\pi/3)nH^2$ grows as $H^2$. For the nuclei in our example,

- at $H=2.5$ nm, $S=0.99975$;
- at $H=5$ nm, $S=0.9990$;
- at $H=10$ nm, $S=0.9960$.

The particle count is the same in all three cases, and with $r_c=2$ nm all the particles are harmful in all three. What changed is their volume relative to the film. One factor $H^3$ comes from the volume of a hemisphere, and one factor $H$ is divided out by the film thickness.

If nuclei are born at a constant rate $J$ per area and cycle, as in B, then $n=JN=JH/g$, and

$$\rho=\frac{\pi}{6}\,\frac{J}{g}\,H^3 .$$

There the thinner film does have fewer particles. The total count is proportional to $H$, and the harmful count, for $H\ge r_c$, is proportional to $H-r_c$. Going from 5 nm to 2.5 nm with $r_c=2$ nm, the total falls by a factor of 2, the harmful count by a factor of 6, and $\rho$ by a factor of 8. The factors 6 and 8 belong to the continuous birth time; with whole cycles and radii $g,2g,\dots,Ng$ they become $31/6\approx5.2$ and about 7.7. Either way $\rho$ follows neither count. In either case a selectivity quoted without its thickness is incomplete.

**Q:** What should I measure instead?

**A:** Keep $S$, quoted together with $H$, as a measure of how much material went to the wrong place, and add the density of particles above the harmful size, from images that resolve them. The imaged area must suit the demand. If the harmful density is $n_{\rm harm}$, an image of area $A_{\rm im}$ shows none with probability $e^{-n_{\rm harm}A_{\rm im}}$. For a blank image to have a probability below 5 % at that density, you need

$$A_{\rm im}>\frac{\ln 20}{n_{\rm harm}}\approx\frac{3}{n_{\rm harm}} .$$

To test a limit of 1 cm⁻² in this way you would have to inspect about 3 cm². For the density in process A, by contrast, a third of a square micrometre is enough. This assumes random independent positions. If the particles cluster, for instance along edges or scratches, a blank image of this size is more likely at the same mean density and therefore proves less. The images must then cover a larger area and sample those places as well.

**Q:** So my 0.999 told me that the unwanted volume was small, and I read it as a statement about the number of particles.

**A:** Yes, and the missing piece is the size distribution. With it, the mean thickness can be converted into a count, provided the particles are separate and their shape is known. Without it, surfaces A and C are equally good readings of your measurement, and, with the harmful radius, critical area and random positions assumed above, one of them loses more than two devices in a hundred. The numerical output below lists the values for all three surfaces and the checks on randomly placed particles.

## Computed values

```
Growth per cycle: 0.1 nm; cycles: 50
Film thickness H: 5.0 nm
Harmful radius r_c: 2.0 nm
Device critical area: 2500 nm^2
A: selectivity: 0.9990
A: thickness ratio h/H: 5.0025e-04
A: mean unwanted thickness: 0.00250 nm
A: volume per particle: 261.8 nm^3
A: particle density: 9.55 um^-2
A: particle density converted: 9.554e+08 cm^-2
A: covered area fraction: 7.501e-04
A: relative volume loss by overlap: 3.00e-04
B at A's selectivity: density: 38.22 um^-2
B with twice A's nuclei: density: 19.11 um^-2
B: mean unwanted thickness: 0.00125 nm
B: selectivity: 0.99950
B: harmful fraction: 0.60
B: harmful density: 11.46 um^-2
Harmful density ratio B/A: 1.20
C: cluster radius: 0.3 nm
C: cluster density: 4.423e+04 um^-2; harmful: 0
A: mean harmful particles per device: 0.02389
A: device failure probability: 2.36 %
B: device failure probability: 2.83 %
A: failures per million devices: 23602
A: yield of 1000-device circuit: 4.23e-11
A: same nuclei, H = 2.5 nm: selectivity 0.999750
A: same nuclei, H = 5.0 nm: selectivity 0.999000
A: same nuclei, H = 10.0 nm: selectivity 0.996006
Allowed harmful density: 1 cm^-2
Mean thickness that guarantees it: 1.68e-13 nm
Required 1 - S for that guarantee: 6.70e-14
Simulation A: true 2000, inferred 1986 particles
Simulation B: true 4000, inferred 4056 particles
Simulation selectivities: A 0.97716, B 0.98827
Simulation harmful counts: A 2000, B 2401
Simulation escape: counted 0.520, law 0.513
Dense test, pixel mean thickness: 2.096 nm
Dense test, overlap law: 2.104 nm
Dense test, dilute law: 2.909 nm
Simulation C/A mean thickness ratio: 0.994
Simulation h/H factor on doubling H: 3.992
```
